Bloch-state matrix elements of exp(iq·r): selection rule and form factors

An electron in a crystal is often disturbed by something that varies in space as a plane wave: a light wave, a lattice vibration, or one Fourier component of a charge placed in the solid. The disturbance contains the factor exp(iq·r). A free electron of wavevector k can be carried by this factor to k + q and nowhere else. In a crystal the electron states are not plane waves, so it must be asked again which states are connected, and how strongly.

Let the crystal have primitive vectors a₁, a₂, a₃ and lattice vectors R = n₁a₁ + n₂a₂ + n₃a₃ with integer nᵢ. The reciprocal vectors b₁, b₂, b₃ obey bᵢ·aⱼ = 2π if i = j and 0 otherwise. Integer combinations of them are the vectors G, so that exp(iG·R) = 1 for every R. The crystal contains N = N₁N₂N₃ cells, and every wavefunction is required to repeat after Nᵢ steps along aᵢ (Born–von Karman boundary conditions).

The electrons are treated as independent particles in a lattice-periodic potential. Their eigenstates can then be chosen in Bloch form,

ψ_nk(r) = N^(−1/2) exp(ik·r) u_nk(r),  u_nk(r + R) = u_nk(r),

where n is the band index. The functions u at one k are orthonormal over one cell:

∫_cell u*_n'k(r) u_nk(r) d³r = δ_n'n.

The prefactor N^(−1/2) normalizes ψ over the whole crystal, because |u|² contributes 1 from each of N cells. The boundary conditions require exp(iNᵢk·aᵢ) = 1, so k·aᵢ is an integer multiple of 2π/Nᵢ. These values form the grid of allowed wavevectors. We take q from the same grid; then exp(iq·r) also satisfies the boundary conditions. What happens for other q is examined below.

The quantity wanted is

M = ∫_crystal ψ*_n'k'(r) exp(iq·r) ψ_nk(r) d³r.

Inserting the Bloch forms gives two factors N^(−1/2) and three exponentials. The one from ψ* carries −k', so they combine into a single exponential:

M = (1/N) ∫_crystal exp(iκ·r) u*_n'k'(r) u_nk(r) d³r,  κ = k + q − k'.

Every point of the crystal can be written as r = R + s, with s inside one fixed cell. The integral becomes a sum over R of integrals over s. Since both u functions are periodic, u(R + s) = u(s), and R survives only in the exponential, which factorizes as exp(iκ·R) exp(iκ·s). Hence

M = S(κ) ∫_cell exp(iκ·s) u*_n'k'(s) u_nk(s) d³s,

S(κ) = (1/N) Σ_R exp(iκ·R).

The first factor knows only about the lattice, the second only about the contents of a cell.

Because k, k' and q lie on the grid, κ·aᵢ = 2πmᵢ/Nᵢ with integer mᵢ. The lattice sum is therefore a product of three sums, one for each direction:

S(κ) = Π_i (1/Nᵢ) Σ_n zᵢⁿ,  zᵢ = exp(2πi mᵢ/Nᵢ),  n = 0, …, Nᵢ − 1

(the i inside the exponential is the imaginary unit). If mᵢ is a multiple of Nᵢ, then zᵢ = 1, the sum has Nᵢ terms equal to 1, and the factor is 1. Otherwise zᵢ ≠ 1, and the geometric series gives

Σ_n zᵢⁿ = (1 − zᵢ^Nᵢ)/(1 − zᵢ) = 0,

since zᵢ^Nᵢ = exp(2πi mᵢ) = 1 while the denominator is not zero. One vanishing factor is enough to make M vanish. For S to survive we need mᵢ = Nᵢlᵢ with integer lᵢ in all three directions, that is, κ·aᵢ = 2πlᵢ. The vector l₁b₁ + l₂b₂ + l₃b₃ has these three projections, and a vector is fixed by its projections on three independent directions. So κ is a reciprocal lattice vector G, and S = 1. We have shown that

M = 0 unless k' = k + q − G for some G,

and that, when this condition holds,

M = F_n'n = ∫_cell u*_n'k'(r) exp(iG·r) u_nk(r) d³r,  G = k + q − k'.

The zero comes from interference. Each cell contributes an integral of the same size, with a phase that advances steadily from cell to cell. Unless the advance is a whole number of turns along every primitive vector, the contributions cancel around the crystal.

The argument used nothing about exp(iq·r) beyond its phase change under a lattice translation. A disturbance w(r) exp(iq·r) with lattice-periodic w, such as the potential of a lattice vibration, obeys the same selection rule, with w(r) inserted in the cell integral. So does the coupling to light, exp(iq·r) ê·p, with ê the polarization and p the momentum operator; there ê·(p + ħk), acting on u_nk, is inserted in the cell integral. The results below on the size of F (the sum rule, the absence of interband elements at q = 0 and their vanishing as q → 0) hold for the bare factor exp(iq·r) only. For light the interband element at q = 0 is the cell matrix element of ê·p between the two bands, which is in general not zero.

Now let k and k' be restricted to one primitive zone of reciprocal space, with boundary points counted once. Among all the vectors k + q − G, exactly one lies in the zone, so k and q determine both k' and G. If k + q is already in the zone, G = 0 and the process is called normal:

F_n'n = ∫_cell u*_n',k+q(r) u_nk(r) d³r.

If k + q lies outside, a nonzero G brings it back and the process is called umklapp:

F_n'n = ∫_cell u*_n',k+q−G(r) exp(iG·r) u_nk(r) d³r.

In both integrals the integrand is lattice periodic, so any choice of primitive cell gives the same value.

The difference between the two cases is one of labelling. Suppose we also use labels outside the zone, with the convention that k and k + G name the same state, ψ_n,k+G = ψ_nk. Writing both sides in Bloch form,

exp(i(k + G)·r) u_n,k+G(r) = exp(ik·r) u_nk(r),

so u_n,k+G(r) = exp(−iG·r) u_nk(r).

Apply this to k' = k + q − G, for which k' + G = k + q. Complex conjugation reverses the sign of the exponent:

u*_n',k+q(r) = exp(iG·r) u*_n'k'(r).

The right-hand side is the combination standing in the umklapp integral, which thus turns into the normal form. A different choice of zone can change the name of a process but not its strength |F|². What is not permitted is to fold k + q back to k' and also drop exp(iG·r).

The selection rule is necessary for a nonzero element, but it is not sufficient. At q = 0 it allows k' = k, yet F_n'n = δ_n'n by orthogonality, so different bands are not connected. If q is itself a reciprocal vector G, then again k' = k, and for n' = n the form factor is ∫_cell exp(iG·r)|u_nk|² d³r, a Fourier component of the electron density of that state.

There is also a sum rule. The function exp(iq·r)ψ_nk has the same norm as ψ_nk, namely 1, because the exponential has modulus 1. Expanding it in the complete set of Bloch states, we find components at the single wavevector k' only. The sum of their squared moduli is the norm, so

Σ_n' |F_n'n|² = 1.

The plane wave sends the electron to one wavevector, and the form factors say how the result is shared among the bands there.

For small q this sharing can be found by perturbation theory. The functions u_nk are eigenfunctions of

H_k = (p + ħk)²/(2m) + V(r),  p = −iħ∇,

with energies E_nk. To first order in q, replacing k by k + q adds W = (ħ/m) q·(p + ħk). If band n' is not degenerate at k, then

u_n',k+q ≈ u_n'k + Σ_l u_lk W_ln'/(E_n'k − E_lk),  l ≠ n',

where W_ln' is the cell matrix element of W. In F_n'n with n' ≠ n, orthogonality selects the term l = n. Its coefficient appears conjugated, and W*_nn' = W_n'n because W is Hermitian. The constant ħk in W drops out, again by orthogonality, leaving

F_n'n ≈ (ħ/m) q·p_n'n/(E_n'k − E_nk),  p_n'n = ∫_cell u*_n'k p u_nk d³r.

When band n' is not degenerate at k, its form factors with the other bands therefore vanish at least linearly in q: linearly where q·p_n'n is not zero, and at higher order where symmetry makes it vanish. If n and n' are degenerate at k the denominator vanishes, the expansion does not apply, and the form factor between them can remain of order 1 as q → 0. For a band n that is not degenerate at k, the same expansion applies to u_n,k+q: its first-order change is orthogonal to u_nk, so |F_nn|² falls below 1 only at order q². Since an umklapp integral can be relabelled into the normal form, this holds equally when a short q carries k across a zone boundary, provided the band is separated from its neighbours there. Such an umklapp process has |F_nn| close to 1 when q is short enough that (ħ/m)|q·p_n'n| is small compared with the gap |E_n'k − E_nk| at the boundary. For a small gap this requires q far shorter than the width of the zone.

A second useful limit is a weak potential. In one dimension, with lattice constant a and b = 2π/a, expand

u_k(x) = a^(−1/2) Σ_g c_g(k) exp(igx),

where g runs over multiples of b. The product in the cell integral contains exp(i(g + G − g')x), with g' from the final state. Its integral over a cell is a if g' = g + G and zero otherwise. Thus

F = Σ_g c*_{g+G}(k') c_g(k).

Take the lowest band, with k and k' inside the zone −b/2 < k < b/2 and away from its edges. For a free electron c₀ = 1 and all other coefficients vanish. First-order perturbation theory gives, for g ≠ 0,

c_g(k) ≈ V_g/(ε_k − ε_{k+g}),  ε_k = ħ²k²/(2m),

with V_g the coefficient of exp(igx) in V(x). In the sum for F with G ≠ 0, two terms contain one small coefficient, g = 0 and g = −G; the rest contain two. Hence, to first order in V,

F ≈ c*_G(k') + c_{−G}(k).

For free electrons with k and k' off the zone edges, umklapp within the lowest band is absent, as it must be: the wave k + q = k' + G belongs to a higher band at k'. The lattice potential mixes the bands and makes the process possible. Near a zone edge the denominators become small and the estimate fails, which is why it does not contradict the strong umklapp found for short q across a boundary.

For numbers, take a ring of N = 12 cells with a = 0.40 nm and V(x) = 2V₁cos(bx), V₁ = 0.50 eV. These are round model parameters, not those of a material. Here V_b = V_−b = V₁, b = 15.708 nm⁻¹, and the free-electron energy at k = b is E_b = 9.4008 eV. Allowed wavevectors are k = jb/12, and the zone is labelled by j = −5, …, 6. Let q have index 3, so that q = 3.927 nm⁻¹.

Starting from j = 1 we reach j = 4, which is in the zone: a normal process. Starting from j = 4 we reach 7, which is outside. Subtracting 12 steps gives j = −5, and 12 steps are one b, so G = b: an umklapp process. The same disturbance produces both.

The coefficients of u in the lowest band, with phases chosen so that c₀ is positive, are as follows (the subscript counts multiples of b):

j = 1: c₋₁ = −0.06325, c₀ = 0.99697, c₁ = −0.04525
j = 4: c₋₁ = −0.15349, c₀ = 0.98765, c₁ = −0.03134
j = −5: c₋₁ = −0.02759, c₀ = 0.95967, c₁ = −0.27969

For the normal process, equal subscripts are multiplied:

F ≈ (−0.15349)(−0.06325) + (0.98765)(0.99697) + (−0.03134)(−0.04525)
 = 0.00971 + 0.98466 + 0.00142 = 0.9958.

For the umklapp process the final subscript is one higher than the initial one. The two main terms are

c₀(−5) c₋₁(4) = (0.95967)(−0.15349) = −0.14730,
c₁(−5) c₀(4) = (−0.27969)(0.98765) = −0.27624.

Their sum is −0.4235, and the small remaining terms bring it to −0.4238. The overall sign depends on the chosen phases of the states; the strength |F|² = 0.180 does not. The normal process has strength 0.992.

The missing strength is in other bands. In the normal process, 0.008 goes to the second band. In the umklapp process, 0.820 goes to the second band, so most of the disturbed wave leaves the lowest band. This follows the free-electron picture: the wave with index 7 has the second-lowest free energy at j = −5, after the wave with index −5 itself. Without the potential all the strength would go to band 2; the potential returns 18% of it to band 1. In both cases the strengths summed over all bands give 1.

The weak-potential formula can be checked by hand. With k' = −5b/12 and k' + b = 7b/12,

ε_k' − ε_{k'+b} = E_b(25 − 49)/144 = −E_b/6.

With k = 4b/12 and k − b = −8b/12,

ε_k − ε_{k−b} = E_b(16 − 64)/144 = −E_b/3.

Therefore

F ≈ −6V₁/E_b − 3V₁/E_b = −9V₁/E_b = −4.50/9.4008 = −0.479.

This is 13% larger in magnitude than the computed −0.424, so V₁ = 0.50 eV is no longer very weak for this process. At V₁ = 0.005 eV the two values are −0.0047869 and −0.0047868, and the first-order law is confirmed.

The phase factor in the umklapp integral matters a great deal here. If exp(iGx) is dropped while u at j = −5 is kept, the integral has magnitude 0.961 instead of 0.424, and the strength comes out about five times too large. If instead u is taken at j = 7, outside the zone, no phase factor is needed and the magnitude is again 0.424, as the relabelling argument requires.

The selection rule within the lowest band and the strengths into bands 1 and 2 were tested with states that do not assume Bloch's theorem, obtained by diagonalizing the Hamiltonian of the whole ring on a real-space grid; the band energies of the cell calculation served only to identify the levels. In the lowest band k and −k label two different states of equal energy, except at j = 0 and j = 6, where they label the same state. The diagonalization may return any mixture of two states with equal energy. The sum of |M|² over all pairs of states from two levels is unaffected by such mixing, because a unitary change of basis within each level preserves it. For the levels |j| = 4 and |j| = 5, the only pair allowed by q is 4 → −5, since −4 + 3 = −1 belongs to another level. The ring gives 0.17963, equal to |F|² from the cell integral. Between lowest-band levels with no allowed pair, the strength is zero to rounding error.

A ring does not test the vector character of the rule. For this, a two-dimensional oblique crystal of 4 × 3 cells was used, with a potential lacking inversion symmetry and q one grid step along each reciprocal direction. The states were built in Bloch form, with the zone taken as the parallelogram of grid indices −1, …, 2 and −1, 0, 1. Of the 144 pairs (k, k'), 132 are forbidden and 12 are allowed; in this zone 6 of them are normal and 6 umklapp, a division that depends on the choice of zone. Integration over the complete crystal agrees with the cell formula, or with zero, for every pair and for the two lowest bands, as the numerical output shows.

Finally, consider a q that is not on the grid. The separation of M into S and a cell integral still holds for an integral over N whole cells, but S is no longer restricted to the values 0 and 1: along a direction in which q is off the grid, the geometric series does not vanish. In one dimension

S = (1/N)(1 − exp(iNκa))/(1 − exp(iκa)).

Using |1 − exp(iθ)| = 2|sin(θ/2)| above and below,

|S| = |sin(Nκa/2)| / (N|sin(κa/2)|).

On the ring, let q have index 3.5 and consider j = 1 → 4. Then κ is half a grid step, κa = π/12, and

|S| = sin(π/2)/(12 sin(π/24)) = 0.6384.

The integrand of the cell integral now contains exp(iκx) and is not lattice periodic, so its value depends on where the cell, and hence the cut in the ring, begins. For the cell 0 ≤ x < a the integral has magnitude 0.9893, so |M| = 0.6384 × 0.9893 = 0.6316, in agreement with direct integration over the ring. This is far from zero, although k + q − k' is not a reciprocal vector. The function exp(iqx) does not close on itself around the ring, and the cancellation between cells is incomplete.

For a fixed κ that is not a reciprocal vector, |S| is at most 1/(N|sin(κa/2)|) and tends to zero as the crystal grows. At half a grid step, however, it tends to 2/π, because κ itself then shrinks as 1/N. In a finite stretch of crystal the wavevector condition thus has a width of the order of the grid spacing b/N. For q on the grid of a periodic crystal it is sharp at any size.

Calculated quantities

```
cells N = 12, a = 0.40 nm, V1 = 0.50 eV
b = 2 pi/a = 15.7080 1/nm; free energy at b = 9.4008 eV
q index 3: q = 3.9270 1/nm
j = 1: k = 1.3090 1/nm, band-1 energy = 0.0109 eV
  u coefficients m=-2..2: 0.00092 -0.06325 0.99697 -0.04525 0.00055
j = 4: k = 5.2360 1/nm, band-1 energy = 0.9510 eV
  u coefficients m=-2..2: 0.00305 -0.15349 0.98765 -0.03134 0.00031
j = -5: k = -6.5450 1/nm, band-1 energy = 1.4720 eV
  u coefficients m=-2..2: 0.00026 -0.02759 0.95967 -0.27969 0.00633
normal: j = 1 -> 4, G = 0 b, F(1,1) = 0.99579
  |F|^2 from band 1 to bands 1,2,3: 0.99159 0.00823 0.00018
  sum over all bands = 1.000000
  whole-ring |element|^2, band 1 to 1 = 0.99159
umklapp: j = 4 -> -5, G = 1 b, F(1,1) = -0.42383
  |F|^2 from band 1 to bands 1,2,3: 0.17963 0.82032 0.00000
  sum over all bands = 1.000000
  whole-ring |element|^2, band 1 to 1 = 0.17963
umklapp |F| with u at j = 7, no phase factor = 0.42383
wrong |F|: u at j = -5, phase factor dropped = 0.96082
V1 = 0.005 eV: umklapp F = -0.0047868, first order = -0.0047869
V1 = 0.50 eV: umklapp F = -0.42383, first order = -0.47869
off-grid q index 3.5, j = 1 -> 4: |element| = 0.63159
  lattice factor = 0.63844, cell integral = 0.98926
2D oblique crystal, 4 x 3 cells, pairs (k,k'): normal 6, umklapp 6, forbidden 132
2D largest |direct - formula| = 1.1e-15
ring: largest forbidden strength = 2.9e-24
ring: largest |direct - formula| strength = 6.8e-14
```
